\section*{Spin-Spin Zero-Field Splitting of a Single Determinant, part 2}

Magnetic dipolar coupling between electron spins splits a spin multiplet even without an applied field. We want to evaluate this splitting for triplet methylene and explain the sign of its exchange part. The example has CH length $1.08$ angstrom and angle $134^\circ$; a ROHF/cc-pVDZ determinant gives levels at $-0.514$, $0.190$ and $0.324\ \mathrm{cm}^{-1}$.

Let $\mathbf r=\mathbf r_1-\mathbf r_2$ and $r=|\mathbf r|$, with $a,b$ Cartesian indices. The dipolar kernel $T_{ab}=(\delta_{ab}r^2-3r_ar_b)/r^5$ satisfies
\begin{equation}
\partial_a\partial_b\frac1r=-T_{ab}-\frac{4\pi}{3}\delta_{ab}\delta(\mathbf r),
\label{eq:distribution}
\end{equation}
where an integral over $T_{ab}$ is done over angles first near the origin. With spins in units of $\hbar$, the anisotropic interaction is
\begin{equation}
H_{\rm SS}=C\sum_{i<j}\sum_{ab}T_{ab}(ij)s_{ia}s_{jb},
\qquad C=\frac{g_e^2\alpha^2}{4}.
\label{eq:HSS}
\end{equation}
Here $g_e>0$, $\alpha$ is the fine-structure constant, and $C=11.714\ \mathrm{cm}^{-1}\,\mathrm{bohr}^3$.

To first order, in an orbitally nondegenerate state of total spin $S\ge1$ with components $|SM\rangle$, this acts as $\sum_{ab}S_aD_{ab}S_b$. Here $D_{ab}=Cw_{ab}$ and, with $q_{ij}=2s_{iz}s_{jz}-s_{ix}s_{jx}-s_{iy}s_{jy}$,
\begin{equation}
w_{ab}=\frac{1}{S(2S-1)}
\left\langle SS\left|\sum_{i<j}T_{ab}(ij)q_{ij}\right|SS\right\rangle .
\label{eq:w}
\end{equation}

For a determinant of real orbitals $\phi_i$, with $\epsilon_i=\pm1$ for $\alpha$ or $\beta$ spin,
\begin{equation}
\left\langle\sum_{k<l}T_{ab}(kl)q_{kl}\right\rangle
=\frac14\sum_{ij}\epsilon_i\epsilon_j
\left[(ii|T_{ab}|jj)-(ij|T_{ab}|ji)\right].
\label{eq:quarter}
\end{equation}
In $(ij|T_{ab}|kl)$, $\phi_i\phi_j$ belongs to electron 1 and $\phi_k\phi_l$ to electron 2. In real basis functions $\chi_\mu$, with $\phi_i=\sum_\mu c_{\mu i}\chi_\mu$ and $P_{\mu\nu}=\sum_i\epsilon_ic_{\mu i}c_{\nu i}=P^\alpha_{\mu\nu}-P^\beta_{\mu\nu}$, the tensor for $M=S$ is
\begin{align}
D_{ab}={}&\frac{g_e^2\alpha^2}{16}\frac1{S(2S-1)}
\nonumber\\
&\times\sum_{\mu\nu\kappa\lambda}
\left[P_{\mu\nu}P_{\kappa\lambda}-P_{\mu\lambda}P_{\nu\kappa}\right]
(\mu\nu|T_{ab}|\kappa\lambda).
\label{eq:MM}
\end{align}
For a restricted determinant only the open orbitals remain. With $J_{ij}^{ab}=(ii|T_{ab}|jj)$ and $K_{ij}^{ab}=(ij|T_{ab}|ji)$,
\begin{equation}
D_{ab}=\frac{C}{2S(2S-1)}
\sum_{i<j}^{\rm open}(J_{ij}^{ab}-K_{ij}^{ab}).
\label{eq:pairs}
\end{equation}

\subsection{Why the singularity is harmless}

The kernel behaves as $r^{-3}$ at short distance. To see what multiplies it, define the spin density matrix in coordinate space,
\begin{equation}
\rho_s(\mathbf r_1,\mathbf r_2)
=\sum_{\mu\nu}P_{\mu\nu}\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_2),
\label{eq:rhos}
\end{equation}
and the pair function
\begin{equation}
\Pi(\mathbf r_1,\mathbf r_2)
=\rho_s(\mathbf r_1,\mathbf r_1)\rho_s(\mathbf r_2,\mathbf r_2)
-\rho_s(\mathbf r_1,\mathbf r_2)^2 .
\label{eq:Pi}
\end{equation}
Equation \eqref{eq:MM} then reads
\begin{equation}
D_{ab}=\frac{C}{4S(2S-1)}
\iint T_{ab}(\mathbf r)\Pi(\mathbf r_1,\mathbf r_2)
\,d^3r_1d^3r_2.
\label{eq:Dpi}
\end{equation}

At coalescence the two terms of \eqref{eq:Pi} cancel. Put $\mathbf r_1=\mathbf R+\mathbf r/2$ and $\mathbf r_2=\mathbf R-\mathbf r/2$. Interchanging the electrons changes the sign of $\mathbf r$ but leaves $\Pi$ unchanged, so $\Pi$ is even in $\mathbf r$. For smooth orbitals, such as finite sums of Gaussians, it therefore begins at order $r^2$. With the volume element $r^2dr$, the radial integrand is of order $r^{-3}r^2r^2=r$, and the integral converges absolutely at short distance.

The direct and exchange terms do not have this property separately. Each has a finite density at $r=0$, and its integral has to be defined by doing the angular integration first. Equation \eqref{eq:distribution} shows what happens if second derivatives of $1/r$ are used instead: each part acquires a contact term. For methylene the trace of the contraction with $-\partial_a\partial_b(1/r)$ is $1.280\ \mathrm{bohr}^{-3}$ for both the direct and the exchange part. Their difference has no trace, as required by $\Pi(\mathbf r_1,\mathbf r_1)=0$.

For a restricted determinant with two open orbitals, expansion of \eqref{eq:Pi} gives
\begin{equation}
\Pi=\left[\phi_1(\mathbf r_1)\phi_2(\mathbf r_2)
-\phi_2(\mathbf r_1)\phi_1(\mathbf r_2)\right]^2 .
\label{eq:square}
\end{equation}
This is twice the normalized pair probability. It is nonnegative, so the sign of a diagonal component has a geometrical meaning. Since $T_{aa}=(1-3r_a^2/r^2)/r^3$, a positive $D_{aa}$ means that the average of $r_a^2/r^2$, weighted by $\Pi/r^3$, is smaller than $1/3$. The electron separation then lies preferentially across axis $a$. A negative component means that it lies preferentially along that axis.

\subsection{The tensor as a Coulomb Hessian}

The absence of a contact contribution lets us replace $T_{ab}$ by $-\partial_a\partial_b(1/r)$ in \eqref{eq:Dpi}. For Gaussian basis functions, two integrations by parts move the derivatives to the first charge cloud:
\begin{equation}
\left(\mu\nu\left|\partial_a\partial_b\frac1r\right|\kappa\lambda\right)
=\iint\frac{\partial_a\partial_b[\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_1)]
\chi_\kappa(\mathbf r_2)\chi_\lambda(\mathbf r_2)}{r}
\,d^3r_1d^3r_2.
\label{eq:parts}
\end{equation}
The two changes of sign cancel, and the surface terms vanish because the Gaussians decay. The derivative of the product is
\begin{align}
\partial_a\partial_b(\chi_\mu\chi_\nu)
={}&(\partial_a\partial_b\chi_\mu)\chi_\nu
+(\partial_a\chi_\mu)(\partial_b\chi_\nu)\nonumber\\
&+(\partial_b\chi_\mu)(\partial_a\chi_\nu)
+\chi_\mu(\partial_a\partial_b\chi_\nu).
\label{eq:product}
\end{align}
All integrals are now Coulomb integrals with differentiated basis functions.

There is an equivalent form that requires no differentiated functions. Displace the second charge cloud rigidly by $\mathbf u$, with the coefficients $P$ held fixed, and let
\begin{equation}
U(\mathbf u)=\iint
\frac{\Pi(\mathbf r_1,\mathbf r_2)}
{|\mathbf r_1-\mathbf r_2-\mathbf u|}\,d^3r_1d^3r_2.
\label{eq:U}
\end{equation}
Two derivatives with respect to $\mathbf u$ equal two derivatives with respect to $\mathbf r$. Therefore
\begin{equation}
D_{ab}=-\frac{C}{4S(2S-1)}
\left.\frac{\partial^2U}{\partial u_a\partial u_b}\right|_{\mathbf u=0}.
\label{eq:Hessian}
\end{equation}
The displacement is a mathematical device; the molecule does not move. For methylene, finite differences of ordinary Coulomb integrals reproduce the diagonal tensor from \eqref{eq:parts} with a largest absolute difference of $2\times10^{-8}\ \mathrm{cm}^{-1}$.

\subsection{A pair that can be solved by hand}

Take a triplet with one electron in an $s$ Gaussian and one in a $p_z$ Gaussian on the same centre, with common exponent $a_0$. Apart from normalization, their spatial function is
\begin{equation}
(z_1-z_2)e^{-a_0(r_1^2+r_2^2)}
=z\,e^{-2a_0R^2}e^{-a_0r^2/2},
\label{eq:gaussian}
\end{equation}
because $r_1^2+r_2^2=2R^2+r^2/2$. The density in the relative coordinate is proportional to $z^2e^{-a_0r^2}$. With $u=z/r$, the angular average of $1-3u^2$ is
\begin{equation}
A=\frac{\int_{-1}^{1}u^2(1-3u^2)\,du}{\int_{-1}^{1}u^2\,du}
=\frac{2/3-6/5}{2/3}=-\frac45.
\label{eq:A}
\end{equation}
The radial average is
\begin{equation}
\langle r^{-3}\rangle
=\frac{\int_0^\infty r e^{-a_0r^2}dr}
{\int_0^\infty r^4e^{-a_0r^2}dr}
=\frac{1/(2a_0)}{3\sqrt\pi/(8a_0^{5/2})}
=\frac{4a_0^{3/2}}{3\sqrt\pi}.
\label{eq:radial}
\end{equation}
For $S=1$, \eqref{eq:pairs} gives $D_{zz}=(C/2)A\langle r^{-3}\rangle$, or
\begin{equation}
D_{zz}=-\frac{8C a_0^{3/2}}{15\sqrt\pi}.
\label{eq:closed}
\end{equation}
At $a_0=0.5\ \mathrm{bohr}^{-2}$, $\langle r^{-3}\rangle=0.26596\ \mathrm{bohr}^{-3}$ and
\[
D_{zz}=\tfrac12(11.714)(-0.8)(0.26596)\ \mathrm{cm}^{-1}
=-1.246\ \mathrm{cm}^{-1}.
\]
The negative sign agrees with the geometrical rule: the factor $z^2$ places the electrons one behind the other along $z$. Since $a_0^{-1/2}$ is a length, \eqref{eq:closed} also shows the inverse-cube scaling. A diffuse pair has a small splitting.

\subsection{Principal values and triplet levels}

In its principal axes the tensor has values $D_X$, $D_Y$ and $D_Z$ with zero sum. Order them as $|D_X|\le|D_Y|\le|D_Z|$ and define
\begin{equation}
D=\frac32D_Z,\qquad E=\frac12(D_X-D_Y).
\label{eq:DE}
\end{equation}
For $S=1$ use Cartesian states $|t_a\rangle$, in which $\langle t_b|S_a|t_c\rangle=-i\epsilon_{abc}$ with the antisymmetric symbol $\epsilon_{abc}$. Then $S_a|t_a\rangle=0$, while $S_a^2|t_b\rangle=|t_b\rangle$ for $b\ne a$. The energy of $|t_a\rangle$ is the sum of the other two principal values,
\begin{equation}
\varepsilon_a=\sum_{b\ne a}D_b=-D_a.
\label{eq:levels}
\end{equation}

The methylene molecule lies in the $yz$ plane, with $y$ parallel to the line joining the hydrogen atoms and $z$ along the twofold axis. The determinant has three closed orbitals and two open ones. One open orbital is odd under $x\to-x$, the out-of-plane $p$-type orbital; the other is even. The ROHF/cc-pVDZ tensor is diagonal in this frame:
\[
(D_{xx},D_{yy},D_{zz})
=(-0.3241,\,0.5138,\,-0.1897)\ \mathrm{cm}^{-1}.
\]
Thus $Z$ is along $y$, $Y$ along $x$, and $X$ along $z$. Equation \eqref{eq:DE} gives
\begin{align*}
D&=\tfrac32(0.5138)\ \mathrm{cm}^{-1}=0.771\ \mathrm{cm}^{-1},\\
E&=\tfrac12(-0.1897+0.3241)\ \mathrm{cm}^{-1}
=0.067\ \mathrm{cm}^{-1}.
\end{align*}
The value of $D$ corresponds to $23.1$ GHz. By \eqref{eq:levels}, the levels are those quoted at the beginning. The numerical check also obtains them without \eqref{eq:MM}, by diagonalizing the anisotropic operator \eqref{eq:HSS}, with all eight electrons included, among the three components obtained from the $M=1$ determinant by spin lowering.

\subsection{The sign of the exchange contribution}

Along $y$, the contributions to the principal value are
\[
\frac C2J_{12}^{yy}=0.350\ \mathrm{cm}^{-1},\qquad
-\frac C2K_{12}^{yy}=0.164\ \mathrm{cm}^{-1}.
\]
The self terms, $0.031\ \mathrm{cm}^{-1}$ in the direct sum and the same amount with opposite sign in the exchange sum, cancel. Exchange supplies $0.164/0.514$, or $32\%$, of the total. This share refers to the symmetry-adapted open orbitals with the self terms removed. Mixing the two open orbitals leaves $P$, and hence $J_{12}^{yy}-K_{12}^{yy}$, unchanged, but in general not the two parts separately. If the self terms are kept, as in \eqref{eq:MM}, the direct and exchange parts are $0.380$ and $0.134\ \mathrm{cm}^{-1}$, and the exchange share is $26\%$.

The positive exchange contribution requires $K_{12}^{yy}<0$. To understand this sign, let $\tau=\phi_1\phi_2$ and let $\tilde\tau(\mathbf k)$ be its Fourier transform. The transform of $1/r$ is $4\pi/k^2$, so \eqref{eq:distribution} gives
\begin{equation}
K_{12}^{yy}=\int\frac{d^3k}{(2\pi)^3}|\tilde\tau(\mathbf k)|^2
4\pi\left(\frac{k_y^2}{k^2}-\frac13\right).
\label{eq:fourier}
\end{equation}
The integral is negative when the average of $k_y^2/k^2$, weighted by $|\tilde\tau(\mathbf k)|^2$, is smaller than $1/3$, that is, when the wavevectors present in the overlap density point preferentially across $y$.

A one-centre model of methylene shows that this is the expected case. Let $\phi_1$ be a $p_x$ orbital and $\phi_2$ a real combination of $s$ and $p_z$. The product $p_xs$ has a transform proportional to $ik_x$, and $p_xp_z$ one proportional to $k_xk_z$, each times a real radial function. One transform is imaginary and the other real, so they do not interfere in $|\tilde\tau|^2$. Denote an average over directions by a bar and let $\hat k_a=k_a/k$. The two weighted averages of $\hat k_y^2$ are
\begin{equation}
\frac{\overline{\hat k_x^2\hat k_y^2}}{\overline{\hat k_x^2}}
=\frac{1/15}{1/3}=\frac15,
\qquad
\frac{\overline{\hat k_x^2\hat k_y^2\hat k_z^2}}
{\overline{\hat k_x^2\hat k_z^2}}
=\frac{1/105}{1/15}=\frac17.
\label{eq:angular}
\end{equation}
Both are below $1/3$, and so is any mixture with positive weights. Within this model $K_{12}^{yy}$ is negative whatever the radial functions. The molecular orbitals also contain hydrogen and $d$ functions, so the model explains the sign but does not predict the magnitude.

\subsection{Unrestricted orbitals and limits of the formula}

Equation \eqref{eq:quarter} was derived without requiring equal $\alpha$ and $\beta$ spatial orbitals. The contraction in \eqref{eq:MM} is therefore the expectation value of the required quadrupole operator for an unrestricted determinant too. The division by $S(2S-1)$ is different: it used a state with definite $S$. For a spin-contaminated determinant the quotient is an approximation.

In the example, UHF/cc-pVDZ gives $D=0.998\ \mathrm{cm}^{-1}$, $29\%$ above the ROHF value in the same basis, although $\langle S^2\rangle=2.016$ is close to $2$. The value of $\langle S^2\rangle$ limits the weight of the contaminants more tightly than their amplitude. The determinant has $M=1$, so its contaminants have $S\ge2$ and raise $S(S+1)$ by at least $4$. Their total weight is at most $0.016/4=0.004$, but the corresponding amplitude can be as large as $\sqrt{0.004}=0.063$. A rank-2 spin operator can connect the triplet to contaminants with $S=2$ and $S=3$, and such cross terms are linear in the amplitude. A small error in $\langle S^2\rangle$ thus does not guarantee an equally small error in $D$. The calculation does not separate the cross terms from the change in the triplet component itself, so it does not identify the cause of the increase.

The restriction to an extreme component also matters. The component $M=-S$ serves as well as $M=S$, because $P$ only changes sign and enters quadratically, but intermediate components do not. In the $M=0$ component of a two-electron triplet, the $\alpha$ and $\beta$ density matrices are equal. Then $P=0$, and the contraction in \eqref{eq:MM} would give zero, although the tensor belongs to the whole multiplet. That component is a sum of two determinants, and its two-electron spin distribution cannot be built from $P$. For a correlated state, \eqref{eq:w} remains valid for a spin eigenfunction with $M=S$, but its expectation value generally requires the two-electron density matrix.

With the 6-31G** basis, ROHF gives $D=0.782\ \mathrm{cm}^{-1}$, about $1.5\%$ above the cc-pVDZ result. Larger bases move the value in the opposite direction: ROHF gives $D=0.765$, $0.764$ and $0.761\ \mathrm{cm}^{-1}$ with cc-pVTZ, cc-pVQZ and aug-cc-pVTZ. The cc-pVDZ value of $D$ thus shifts by up to $0.01\ \mathrm{cm}^{-1}$, and $D_{yy}$ by up to $0.006\ \mathrm{cm}^{-1}$, so the third decimal belongs to the basis. In these bases $E$ stays at $0.067\ \mathrm{cm}^{-1}$, the exchange share stays at $32\%$, and the UHF value lies $30\%$ above the ROHF value. The values also omit electron correlation, vibrational averaging and the spin-orbit contribution to zero-field splitting. They describe the spin-spin part for a mean-field determinant at one fixed geometry.

\section*{Values computed for the example and the checks}
\begin{verbatim}
free-electron g value (magnitude): 2.00231930
C = g^2 alpha^2/4: 5.337493e-05 hartree bohr^3
C: 11.714444 cm^-1 bohr^3
S=1.0: max multiplet matrix error 2.5e-16 (model units)
S=1.5: max multiplet matrix error 1.9e-16 (model units)
S=2.0: max multiplet matrix error 2.8e-16 (model units)
unrestricted determinant error: 1.7e-15 (model units)
Gaussian exponent a: 0.500 bohr^-2
Gaussian <r^-3>: 0.265962 bohr^-3
Gaussian angular factor: -0.800000
Gaussian D_zz, quadrature: -1.246236 cm^-1
Gaussian D_zz, orbital formula: -1.246236 cm^-1
Gaussian D = 3 D_zz/2: -1.869355 cm^-1
CH2 bond length: 1.08 angstrom; angle: 134.0 degree
CH2 frame: x out of plane, y along H-H, z along C2 axis
CH2 ROHF/cc-pVDZ energy: -38.921407 hartree
CH2 closed orbitals: 3; open orbitals: 2
spin population in x-odd functions: 1.000000
CH2 D_xx: -0.324123 cm^-1
CH2 D_yy: 0.513819 cm^-1
CH2 D_zz: -0.189696 cm^-1
principal D_X: -0.189696 cm^-1, along z
principal D_Y: -0.324123 cm^-1, along x
principal D_Z: 0.513819 cm^-1, along y
CH2 ROHF/cc-pVDZ D: 0.770729 cm^-1
CH2 ROHF/cc-pVDZ E: 0.067214 cm^-1; E/D: 0.08721
CH2 D in frequency units: 23.1059 GHz
explicit triplet levels: -0.513819, 0.189696, 0.324123 cm^-1
Z-axis self direct part: 0.030573 cm^-1
Z-axis self exchange part: -0.030573 cm^-1
Z-axis cross direct part: 0.349519 cm^-1
Z-axis cross exchange part: 0.164301 cm^-1
contact trace, direct: 1.280497 bohr^-3
contact trace, exchange: 1.280497 bohr^-3
displaced-Coulomb max error: 2.0e-08 cm^-1
CH2 ROHF/6-31G** D: 0.781961 cm^-1; E: 0.071331 cm^-1
CH2 UHF/cc-pVDZ D: 0.997580 cm^-1; E: 0.073716 cm^-1
CH2 UHF/cc-pVDZ <S^2>: 2.015958 (hbar^2)
\end{verbatim}
